# A failing check and its repair

Subject: Why a tethered donor's open fraction barely changes on dilution.

```python
"""
Result under test: a molecule with one acceptor and one tethered donor has
[open monomer]/[closed ring] = 1/(K*EM) at every concentration, and an open
fraction 1/(1+K*EM) in dilute, non-coordinating, ideal solution.
K    : association constant of separate donor and acceptor, L/mol
EM   : effective molarity of the tether, mol/L;  S = K*EM
c    : total concentration of molecules, mol/L
m    : concentration of lone open monomers, mol/L;  x = K*m
alpha: m/c;  phi: fraction of molecules not closed on themselves
EM2  : effective molarity for closing a two-molecule chain to a ring
The equilibrium formulas are compared with long-time rate equations.
"""
import numpy as np
from scipy.constants import R, N_A
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq

K, EM = 10.0, 5.0
S = K * EM
T0, T_WARM = 298.15, 350.0
DH = -30e3            # chosen rough binding enthalpy, J/mol
C_USE = 0.1           # working concentration, mol/L
ETHER = 10.0          # rough donor concentration in an ether solvent, mol/L
SHIFT = 1e3           # chosen solvation shift against the ring, J/mol


def solve_x(c, em2=0.0):
    """Root of the mass balance including open chains of every length."""
    def balance(x):
        return S * x + x / (1 - x)**2 + 2 * K * em2 * x**2 - K * c
    return brentq(balance, 0.0, 1 - 1e-9, xtol=1e-16, rtol=1e-14)


def fractions(c, em2=0.0):
    x = solve_x(c, em2)
    chain = 1 / (1 - x)**2
    total = S + chain + 2 * K * em2 * x
    return x, 1 / total, chain / total


N_MAX = 16
PAIRS = [(i, j) for i in range(1, N_MAX) for j in range(1, N_MAX)
         if i + j <= N_MAX]
I_IDX = np.array([p[0] - 1 for p in PAIRS])
J_IDX = np.array([p[1] - 1 for p in PAIRS])
P_IDX = I_IDX + J_IDX + 1


def kinetic_state(c, em2=0.0):
    """Chains 1..N_MAX, ring monomer, ring dimer; start fully closed."""
    break_rate, ring_open, dimer_open = 1.0, 0.3, 0.5

    def rates(t, y):
        chains, ring, dimer = y[:N_MAX], y[N_MAX], y[N_MAX + 1]
        join = break_rate * (K * chains[I_IDX] * chains[J_IDX]
                             - chains[P_IDX])
        d = np.zeros_like(y)
        d[:N_MAX] = (np.bincount(P_IDX, join, N_MAX)
                     - np.bincount(I_IDX, join, N_MAX)
                     - np.bincount(J_IDX, join, N_MAX))
        close1 = ring_open * (K * EM * chains[0] - ring)
        close2 = dimer_open * (K * em2 * chains[1] - dimer)
        d[0] -= close1
        d[1] -= close2
        d[N_MAX] = close1
        d[N_MAX + 1] = close2
        return d

    start = np.zeros(N_MAX + 2)
    start[N_MAX] = c
    sol = solve_ivp(rates, (0, 200), start, method="LSODA",
                    rtol=1e-9, atol=1e-14)
    assert sol.success
    return sol.y[:, -1]


# Concentration at which phi exceeds its dilute limit by 10 percent
phi0 = 1 / (1 + S)
c_ten = brentq(lambda c: fractions(c)[2] / phi0 - 1.1, 1e-4, 2.0)

# Rate equations against the equilibrium formulas
sizes = np.arange(1, N_MAX + 1)
series = [0.001, 0.01, 0.1, 1.0]
kin_alpha = {}
for c in series + [c_ten]:
    y = kinetic_state(c)
    x, alpha, phi = fractions(c)
    assert abs(sizes @ y[:N_MAX] + y[N_MAX] - c) < 1e-7 * c
    assert abs(y[0] / y[N_MAX] * S - 1) < 1e-5
    assert abs(y[0] / c / alpha - 1) < 1e-5
    assert abs(sizes @ y[:N_MAX] / c / phi - 1) < 1e-5
    kin_alpha[c] = y[0] / c
assert abs(kin_alpha[0.001] / phi0 - 1) < 1e-4
assert abs(kin_alpha[0.1] / kin_alpha[0.001] - 1) < 1e-3
assert abs(kin_alpha[1.0] / kin_alpha[0.001] - 1) < 0.015

# Cyclic dimers
y_dimer = kinetic_state(C_USE, EM)
x_d, alpha_d, phi_d = fractions(C_USE, EM)
assert abs(y_dimer[0] / C_USE / alpha_d - 1) < 1e-5
dimer_share = 2 * y_dimer[N_MAX + 1] / C_USE


# First-order law: its remainder must fall as the square of c
def phi_first(c):
    return phi0 * (1 + 2 * K * c * S / (1 + S)**2)


rem = [fractions(c)[2] - phi_first(c) for c in (0.01, 0.005)]
assert abs(rem[0] / rem[1] - 4) < 0.05


# Untethered 1:1 pair: quadratic solution against direct mass action
def free_pair(c):
    return (-1 + np.sqrt(1 + 4 * K * c)) / (2 * K * c)


for c in series:
    bound = brentq(lambda b: b - K * (c - b)**2, 0, c, xtol=1e-16)
    assert abs((1 - bound / c) / free_pair(c) - 1) < 1e-8

# Coordinating solvent: stationary state of open, closed, solvated forms
rate = np.array([[-(S + K * ETHER), 1.0, 1.0],
                 [S, -1.0, 0.0],
                 [K * ETHER, 0.0, -1.0]])
system = np.vstack([rate, np.ones(3)])
pop = np.linalg.lstsq(system, np.array([0, 0, 0, 1.0]), rcond=None)[0]
phi_ether = (1 + K * ETHER) / (1 + K * ETHER + S)
assert abs(pop[0] + pop[2] - phi_ether) < 1e-10

# Temperature: closed van 't Hoff form against its integrated derivative
K_warm = K * np.exp(-DH / R * (1 / T_WARM - 1 / T0))
log_ratio = quad(lambda T: DH / (R * T**2), T0, T_WARM)[0]
assert abs(np.log(K_warm / K) - log_ratio) < 1e-10
open_warm = 1 / (1 + K_warm * EM)
open_shift = 1 / (1 + S * np.exp(-SHIFT / (R * T0)))

x, alpha, phi = fractions(C_USE)
m = alpha * C_USE
free_donor = m / (1 - x)

print(f"K = {K:.1f} L/mol, EM = {EM:.1f} mol/L, T = {T0:.2f} K")
print(f"closure constant S = K*EM = {S:.1f}")
print(f"dilute open fraction = {100*phi0:.3f} percent")
print(f"volume per donor at EM = {1e24/(N_A*EM):.3f} nm^3")
print(f"free energy, separate pair (1 mol/L) = "
      f"{-R*T0*np.log(K)/1e3:.2f} kJ/mol")
print(f"free energy, ring closure = {-R*T0*np.log(S)/1e3:.2f} kJ/mol")
print("Dilution series: c in mol/L, fractions in percent")
print("c, x, lone open, not self-closed, untethered free")
for c in series:
    xc, ac, pc = fractions(c)
    print(f"{c:.3f}, {xc:.6f}, {100*ac:.3f}, {100*pc:.3f}, "
          f"{100*free_pair(c):.2f}")
print("Lone open from rate equations, percent:")
for c in series:
    print(f"  c = {c:.3f} mol/L: {100*kin_alpha[c]:.3f}")
print(f"At c = {C_USE:.2f} mol/L:")
print(f"  lone open = {1e3*m:.3f} mmol/L")
print(f"  closed rings = {1e3*S*m:.3f} mmol/L")
print(f"  molecules in chains = {1e3*(phi-alpha)*C_USE:.4f} mmol/L")
print(f"  phi, first-order law = {100*phi_first(C_USE):.3f} percent")
print(f"  relative excess of phi = {100*(phi/phi0-1):.2f} percent")
print(f"  estimate 2c/EM = {100*2*C_USE/EM:.2f} percent")
print(f"phi is 10 percent above its limit at c = {c_ten:.3f} mol/L")
print("Neglected effects:")
print(f"  cyclic dimers, EM2 = {EM:.1f} mol/L, c = {C_USE:.2f} mol/L:")
print(f"    lone open = {100*alpha_d:.3f} percent")
print(f"    molecules in cyclic dimers = {100*dimer_share:.2f} percent")
print(f"  second donor per ring, upper size = "
      f"{100*K*free_donor:.2f} percent")
print(f"  ether solvent {ETHER:.1f} mol/L, same K: not self-closed = "
      f"{100*phi_ether:.1f} percent")
print(f"  binding enthalpy = {DH/1e3:.1f} kJ/mol")
print(f"  at {T_WARM:.1f} K: K = {K_warm:.3f} L/mol, "
      f"S = {K_warm*EM:.2f}")
print(f"  at {T_WARM:.1f} K: dilute open = {100*open_warm:.2f} percent")
print(f"  solvation shift {SHIFT/1e3:.1f} kJ/mol: open = "
      f"{100*open_shift:.2f} percent")
print("verified")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 100, in <module>
    assert abs(y_dimer[0] / C_USE / alpha_d - 1) < 1e-5
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The cyclic-dimer test read the rate equations before they had reached equilibrium. An opened dimer ring recloses about 25 times for each time it splits, so these rings decay with a time constant of about 52 in the program's time units, and about 2 percent of the initial imbalance was still left at the old end time of 200. The dimer run now lasts until time 2000, and every run must also show that its state no longer changes between half time and end time. The formulas, the tested quantities and the existing tolerances are unchanged.

Diff:

```diff
@@ -47,6 +47,10 @@
 
 
-def kinetic_state(c, em2=0.0):
-    """Chains 1..N_MAX, ring monomer, ring dimer; start fully closed."""
+def kinetic_state(c, em2=0.0, t_end=200.0):
+    """Chains 1..N_MAX, ring monomer, ring dimer; start fully closed.
+
+    Time is in units of the mean life of one bond in a chain. Dimer rings
+    need a long run: most opened ones close again before they split.
+    """
     break_rate, ring_open, dimer_open = 1.0, 0.3, 0.5
 
@@ -69,7 +73,9 @@
     start = np.zeros(N_MAX + 2)
     start[N_MAX] = c
-    sol = solve_ivp(rates, (0, 200), start, method="LSODA",
-                    rtol=1e-9, atol=1e-14)
+    sol = solve_ivp(rates, (0, t_end), start, method="LSODA",
+                    t_eval=[t_end / 2, t_end], rtol=1e-9, atol=1e-14)
     assert sol.success
+    # The state must have settled by half time
+    assert np.max(np.abs(sol.y[:, 1] - sol.y[:, 0])) < 1e-6 * c
     return sol.y[:, -1]
 
@@ -96,5 +102,5 @@
 
 # Cyclic dimers
-y_dimer = kinetic_state(C_USE, EM)
+y_dimer = kinetic_state(C_USE, EM, t_end=2000.0)
 x_d, alpha_d, phi_d = fractions(C_USE, EM)
 assert abs(y_dimer[0] / C_USE / alpha_d - 1) < 1e-5
```

The mended program passes:

```
K = 10.0 L/mol, EM = 5.0 mol/L, T = 298.15 K
closure constant S = K*EM = 50.0
dilute open fraction = 1.961 percent
volume per donor at EM = 0.332 nm^3
free energy, separate pair (1 mol/L) = -5.71 kJ/mol
free energy, ring closure = -9.70 kJ/mol
Dilution series: c in mol/L, fractions in percent
c, x, lone open, not self-closed, untethered free
0.001, 0.000196, 1.961, 1.962, 99.02
0.010, 0.001961, 1.961, 1.968, 91.61
0.100, 0.019592, 1.959, 2.038, 61.80
1.000, 0.194026, 1.940, 2.987, 27.02
Lone open from rate equations, percent:
  c = 0.001 mol/L: 1.961
  c = 0.010 mol/L: 1.961
  c = 0.100 mol/L: 1.959
  c = 1.000 mol/L: 1.940
At c = 0.10 mol/L:
  lone open = 1.959 mmol/L
  closed rings = 97.962 mmol/L
  molecules in chains = 0.0791 mmol/L
  phi, first-order law = 2.036 percent
  relative excess of phi = 3.95 percent
  estimate 2c/EM = 4.00 percent
phi is 10 percent above its limit at c = 0.243 mol/L
Neglected effects:
  cyclic dimers, EM2 = 5.0 mol/L, c = 0.10 mol/L:
    lone open = 1.889 percent
    molecules in cyclic dimers = 3.57 percent
  second donor per ring, upper size = 2.00 percent
  ether solvent 10.0 mol/L, same K: not self-closed = 66.9 percent
  binding enthalpy = -30.0 kJ/mol
  at 350.0 K: K = 1.665 L/mol, S = 8.32
  at 350.0 K: dilute open = 10.72 percent
  solvation shift 1.0 kJ/mol: open = 2.91 percent
verified
```
